\section*{Direct Cosine-Source Flux on the Sidewall of a Long Trench}

\section*{Problem}

A straight trench is cut into a flat wafer. Its vertical walls stand a distance $w$ apart, its depth is $H$, and it is so long that its ends may be ignored until part (f). Neutral particles arrive from a source that fills the whole hemisphere above the wafer. They fly in straight lines, without collisions or forces. On the open flat surface the flux is $J_0$ (particles per area and time), and its angular distribution is the cosine law: the rate per surface area and per solid angle is
\begin{equation}
\frac{dJ_0}{d\Omega}=\frac{J_0}{\pi}\cos\theta ,
\label{eq:source}
\end{equation}
where $\theta$ is measured from the wafer normal.

Let $J(z)$ be the direct flux per wall area at depth $z$ below the mouth, and let $F(z)=J(z)/J_0$. Direct means that particles are counted at their first contact with a surface; whatever is later re-emitted or reflected is left out.

\begin{enumerate}
\item[(a)] Derive $F(z)$ by integrating over the directions from which a wall element can be reached.
\item[(b)] Derive it again by summing over the area of the mouth.
\item[(c)] Find the limit of $F$ at the mouth, the depth at which $F$ has fallen to half that limit, and the behaviour for $z\gg w$.
\item[(d)] What fractions of the particles entering the mouth land first on one wall and on the floor? Show that all particles are accounted for.
\item[(e)] Replace the cosine law by a normalized $\cos^3\theta$ law with the same $J_0$. Where does the wall receive more than before, and where less?
\item[(f)] The trench has a finite length $L$. Bound the flux lost at a wall point midway along it.
\item[(g)] Evaluate the results for $w=100$ nm and $H=300$ nm, when a film 4 nm thick has grown on the flat surface and every particle sticks where it lands.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Integration over directions}

The cosine in Eq.~\eqref{eq:source} belongs to the wafer surface, not to the wall. It must be separated from the source before the wall is considered.

Let $f$ be the number of particles per volume and per velocity-space volume. The flux through a surface with normal $\mathbf n$ is the integral of $f$ times the normal velocity component. Let $\boldsymbol\Omega$ be the unit vector pointing from the surface back towards the source, so that an arriving particle has velocity $-v\boldsymbol\Omega$. With $d^3v=v^2\,dv\,d\Omega$,
\begin{equation}
J=\int d\Omega\,(\mathbf n\cdot\boldsymbol\Omega)\,I(\boldsymbol\Omega),
\qquad I(\boldsymbol\Omega)=\int_0^\infty f\,v^3\,dv .
\label{eq:flux}
\end{equation}
Here $\mathbf n$ points out of the solid, and one factor $v$ comes from the normal velocity $v\,\mathbf n\cdot\boldsymbol\Omega$. In free flight $f$ is constant along a trajectory, so the intensity $I$ is constant along a ray. On the flat surface $\mathbf n\cdot\boldsymbol\Omega=\cos\theta$, and comparison with Eq.~\eqref{eq:source} gives
\begin{equation}
I=\frac{J_0}{\pi}.
\end{equation}
A cosine-distributed flux therefore means an intensity that is the same in all directions. The normalization is consistent, since $\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$.

Place the wall under study at $x=0$ and the opposite wall at $x=w$, with $y$ along the trench. The wall normal is the unit vector along $+x$. Write the components of $\boldsymbol\Omega$ along $x$, along $y$ and upward as
\begin{equation}
\boldsymbol\Omega=(\cos\psi\cos\varphi,\ \sin\psi,\ \cos\psi\sin\varphi).
\end{equation}
The angle $\psi$ is the tilt along the trench, and $\varphi$ is the elevation above the horizontal in the cross-section. They are latitude and longitude about the $y$ axis, so that
\begin{equation}
d\Omega=\cos\psi\,d\psi\,d\varphi,\qquad
\mathbf n\cdot\boldsymbol\Omega=\cos\psi\cos\varphi .
\end{equation}

Now follow a ray backwards from a wall point at depth $z$. After a path length $t$ it has risen by $t\cos\psi\sin\varphi$ and moved away from the wall by $t\cos\psi\cos\varphi$. It reaches the level of the mouth when the rise equals $z$, and its distance from the wall is then
\begin{equation}
x=z\,\frac{\cos\varphi}{\sin\varphi}=\frac{z}{\tan\varphi}.
\end{equation}
The tilt $\psi$ has cancelled. The ray leaves through the mouth if $0<x<w$, that is, if
\begin{equation}
\varphi_0<\varphi<\frac{\pi}{2},\qquad \tan\varphi_0=\frac{z}{w}.
\end{equation}
Lower rays meet the opposite wall or the floor and carry no direct flux. Above the flat wafer nothing blocks a ray, and in an infinitely long trench $\psi$ runs from $-\pi/2$ to $\pi/2$. Equation~\eqref{eq:flux} becomes
\begin{equation}
F(z)=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi
\int_{\varphi_0}^{\pi/2}\cos\varphi\,d\varphi .
\end{equation}
One factor $\cos\psi$ comes from the solid angle and the other from the projection onto the wall. Since $\cos^2\psi=\tfrac12(1+\cos2\psi)$ and the second term integrates to zero, the first integral is $\pi/2$. The second is $1-\sin\varphi_0$. Finally,
\begin{equation}
\sin\varphi_0=\frac{\tan\varphi_0}{\sqrt{1+\tan^2\varphi_0}}
=\frac{z}{\sqrt{z^2+w^2}},
\end{equation}
and hence
\begin{equation}
\boxed{F(z)=\frac12\left(1-\frac{z}{\sqrt{z^2+w^2}}\right)},\qquad 0<z<H .
\label{eq:main}
\end{equation}
The depth $H$ does not appear: the floor lies below the wall point and hides no part of the source.

\subsection*{(b) Summation over the mouth}

Let $(x,y)$ label a point of the mouth, with the wall point at $x=y=0$ and depth $z$. Their distance is $r=\sqrt{x^2+y^2+z^2}$. The joining line makes an angle with the wall normal whose cosine is $x/r$, and an angle with the vertical whose cosine is $z/r$. A mouth element $dx\,dy$ therefore fills the solid angle $d\Omega=(z/r)\,dx\,dy/r^2$, and
\begin{equation}
F(z)=\frac1\pi\int_0^w dx\int_{-\infty}^{\infty}dy\,\frac{x}{r}\,\frac{z}{r^3}
=\frac{z}{\pi}\int_0^w x\,dx\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2},
\label{eq:area}
\end{equation}
with $a^2=x^2+z^2$. Substitute $y=a\tan\alpha$, so that $dy=a\,d\alpha/\cos^2\alpha$ and $a^2+y^2=a^2/\cos^2\alpha$:
\begin{equation}
\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2}
=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac{\pi}{2a^3}.
\end{equation}
The remaining integral is elementary, because $x\,(x^2+z^2)^{-3/2}$ is the derivative of $-(x^2+z^2)^{-1/2}$:
\begin{equation}
F(z)=\frac z2\left[-\frac1{\sqrt{x^2+z^2}}\right]_0^w
=\frac z2\left(\frac1z-\frac1{\sqrt{z^2+w^2}}\right).
\end{equation}
This is Eq.~\eqref{eq:main}. Direct numerical quadrature over the mouth was tested against it at six depths from $0.01\,w$ to $3w$, with agreement required to $10^{-7}$ in $F$.

\subsection*{(c) Limits}

As $z\to0$ from below the edge, $F\to\tfrac12$. A wall element just below the edge faces sideways. Of the hemisphere in front of it, the upper half shows the source and the lower half shows the trench. On the adjoining flat surface the value is 1, so for a sharp edge the flux jumps there.

Half the mouth value, $F=\tfrac14$, requires $z/\sqrt{z^2+w^2}=\tfrac12$. Squaring gives $4z^2=z^2+w^2$, hence
\begin{equation}
z=\frac{w}{\sqrt3}.
\end{equation}

For $z\gg w$ set $\epsilon=w^2/z^2$ and use $(1+\epsilon)^{-1/2}=1-\tfrac12\epsilon+\tfrac38\epsilon^2-\dots$:
\begin{equation}
F=\frac12\left[1-(1+\epsilon)^{-1/2}\right]
=\frac{w^2}{4z^2}\left(1-\frac{3w^2}{4z^2}+\dots\right).
\label{eq:deep}
\end{equation}
Two small factors produce the inverse square. The visible directions lie within an angle of about $w/z$ of the vertical in the cross-section, and these rays graze the wall, so their projection factor is also at most of order $w/z$.

\subsection*{(d) Where the particles land}

Per unit length of trench, $J_0w$ particles enter in unit time. One wall, from the mouth down to depth $z$, collects
\begin{equation}
J_0\int_0^z F(z')\,dz'=\frac{J_0}{2}\left[z'-\sqrt{z'^2+w^2}\right]_0^z
=\frac{J_0}{2}\left(z+w-\sqrt{z^2+w^2}\right).
\end{equation}
Division by $J_0w$ gives the fraction caught by one wall above depth $z$,
\begin{equation}
P(z)=\frac{z+w-\sqrt{z^2+w^2}}{2w}.
\label{eq:capture}
\end{equation}

The floor is calculated separately, so that the balance is a real check. A floor point at distance $x$ from the left wall has an upward normal. Let $\beta$ be the angle from the vertical in the cross-section. The projection factor is now $\cos\psi\cos\beta$, and the $\psi$ integral is again $\pi/2$. The mouth is visible between the two edges, at $\sin\beta=-x/\sqrt{x^2+H^2}$ and $\sin\beta=(w-x)/\sqrt{(w-x)^2+H^2}$. The relative floor flux is therefore
\begin{equation}
F_{\rm floor}(x)=\frac12\left[\frac{x}{\sqrt{x^2+H^2}}
+\frac{w-x}{\sqrt{(w-x)^2+H^2}}\right].
\end{equation}
The two terms are mirror images and have the same integral over $0<x<w$, namely $\sqrt{H^2+w^2}-H$ before the factor $\tfrac12$. The floor fraction is
\begin{equation}
P_{\rm floor}=\frac1w\int_0^wF_{\rm floor}\,dx=\frac{\sqrt{H^2+w^2}-H}{w}.
\end{equation}
Adding both walls and the floor,
\begin{equation}
2P(H)+P_{\rm floor}
=\frac{H+w-\sqrt{H^2+w^2}+\sqrt{H^2+w^2}-H}{w}=1 .
\end{equation}

\subsection*{(e) A source concentrated about the normal}

Since $\int\cos^3\theta\,d\Omega=2\pi\cdot\tfrac14=\pi/2$, the normalized law is $dJ_0/d\Omega=(2J_0/\pi)\cos^3\theta$. Dividing by the wafer's projection factor $\cos\theta$ leaves the intensity $(J_0/\pi)\,2\cos^2\theta$. The integrand of Eq.~\eqref{eq:area} thus gains the factor $2\cos^2\theta=2z^2/r^2$:
\begin{equation}
F_3(z)=\frac{2z^3}{\pi}\int_0^w x\,dx\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^3}.
\end{equation}
The same substitution turns the inner integral into $a^{-5}\int\cos^4\alpha\,d\alpha=3\pi/(8a^5)$, because $\cos^4\alpha=\tfrac18(3+4\cos2\alpha+\cos4\alpha)$. Then
\begin{equation}
F_3(z)=\frac{3z^3}{4}\left[-\frac{1}{3(x^2+z^2)^{3/2}}\right]_0^w
=\frac14\left[1-\frac{z^3}{(z^2+w^2)^{3/2}}\right].
\end{equation}

With $s=z/\sqrt{z^2+w^2}$ we have $F=(1-s)/2$ and $F_3=(1-s^3)/4$. Factoring $1-s^3=(1-s)(1+s+s^2)$ gives
\begin{equation}
\frac{F_3}{F}=\frac{1+s+s^2}{2}.
\end{equation}
The ratio rises from $\tfrac12$ at the mouth ($s=0$) towards $\tfrac32$ far down ($s\to1$). It equals 1 when $s^2+s=1$, so $s=(\sqrt5-1)/2$. At that point $1-s^2=s$, and the crossing depth is $z=ws/\sqrt{1-s^2}=w\sqrt s\approx0.786\,w$. The wall receives less than before above this depth and more below it.

The deep limit is $\tfrac32$ although the vertical intensity has doubled. Deep in the trench $\varphi$ is close to $\pi/2$, but the tilt $\psi$ along the trench remains free, so $\cos\theta\approx\cos\psi$. The average of $2\cos^2\psi$ with the weight $\cos^2\psi$ is $2\,(3\pi/8)/(\pi/2)=\tfrac32$.

\subsection*{(f) Finite length}

For a trench of length $L$ and a wall point at its middle, the $y$ integral in Eq.~\eqref{eq:area} stops at $\pm L/2$. The missing part is positive, and dropping $a^2$ from its denominator can make it only larger:
\begin{equation}
2\int_{L/2}^{\infty}\frac{dy}{(a^2+y^2)^2}
<2\int_{L/2}^{\infty}\frac{dy}{y^4}=\frac{16}{3L^3}.
\end{equation}
Multiplication by $zx/\pi$ and integration over $x$, which gives $w^2/2$, yields the lost flux
\begin{equation}
\Delta F<\frac{8zw^2}{3\pi L^3}.
\label{eq:length}
\end{equation}
For $z\gg w$, division by the deep law $F\approx w^2/(4z^2)$ turns this into a relative loss below about $32z^3/(3\pi L^3)$. At moderate depth the deep law overestimates $F$, and the bound must be divided by the full $F$ of Eq.~\eqref{eq:main} instead. The bound shows that $L\gg z$ is sufficient for a deep wall point. It is also necessary: the integrand $(a^2+y^2)^{-2}$ falls off only beyond $|y|\sim a$, and $a\approx z$ for $z\gg w$, so a trench with $L$ comparable to $z$ cuts off a sizeable part of the integral even when $L$ is large compared with $w$.

\subsection*{(g) Numbers}

At $z=100$ nm, $\sqrt{z^2+w^2}=141.4$ nm, so
\begin{equation}
F=\tfrac12(1-0.7071)=0.146 .
\end{equation}
If every particle sticks and the film has the same density everywhere, local thickness is proportional to local flux. The film here is $0.146\times4\ \text{nm}=0.59$ nm thick. The other depths follow in the same way:

\begin{center}
\begin{tabular}{rcc}
$z$ (nm) & $F$ & film (nm)\\
$0^+$ & 0.500 & 2.0\\
50 & 0.276 & 1.1\\
100 & 0.146 & 0.59\\
200 & 0.053 & 0.21\\
300 & 0.026 & 0.10
\end{tabular}
\end{center}

A close-packed atomic layer of a common metal is 0.20 to 0.24 nm thick, so the last two values amount to about one layer and about half a layer. They state the mean amount of material per area, expressed as a thickness, and need not describe a closed film.

Half the mouth value is reached at $100/\sqrt3=57.7$ nm. At the foot of the wall the leading deep law gives $1/36=0.028$, about 8\% above the full value 0.0257, as the correction in Eq.~\eqref{eq:deep} leads one to expect. The film narrows the mouth by 2 nm on each side, 4\% of $w$ in all. Using the original geometry throughout is therefore an approximation at the level of a few per cent, and it worsens as the film grows.

For the whole trench $\sqrt{H^2+w^2}=316.23$ nm, so
\begin{align}
P(H)&=\frac{300+100-316.23}{200}=0.419,\\
P_{\rm floor}&=\frac{316.23-300}{100}=0.162 .
\end{align}
Two walls and the floor make $0.838+0.162=1$. The mean wall flux is $0.419\times100/300=0.140$ of $J_0$, more than five times the value at the foot of the wall. An average over the wall thus hides its thinnest place. The top 50 nm of a wall, one sixth of its height, takes a fraction 0.191 of the entering particles, which is 46\% of that wall's share.

These fractions were also tested by following two million straight trajectories, started uniformly across the mouth with the cosine law, and counting where they landed. Four depth intervals and the floor were each required to agree with the formulas within five standard errors. Four of the five comparisons lie within one standard error. The interval from 100 to 200 nm gives 0.0885 against 0.0891, a difference of about three standard errors. That is a rather large fluctuation for a single comparison, though within the stated criterion. The quadrature of part (b), which has no counting noise, shows no matching discrepancy in $F$ at 100 or 200 nm.

For the $\cos^3\theta$ source the wall flux is 0.250 at the mouth, 0.162 at 100 nm and 0.037 at 300 nm. The two sources give equal flux at 78.6 nm. At the foot of the wall the narrower source delivers $0.0365/0.0257=1.42$ times as much as the cosine source, already close to the limit $\tfrac32$.

If the trench is 1000 nm long, the flux midway along it is lower than in Eq.~\eqref{eq:main} by 0.54\% at $z=100$ nm and by 6.7\% at $z=300$ nm. The bound~\eqref{eq:length}, divided by $F$, gives 0.58\% and 9.9\%. It is loose in the second case because $L/2=500$ nm is not large compared with $a$, which there lies between 300 and 316 nm. With $L=4000$ nm the loss at 300 nm falls to 0.15\%.

\subsection*{Range of validity}

Equation~\eqref{eq:main} describes first arrivals, whatever the sticking probability. It gives the film profile only if particles stay where they first land. If some are re-emitted, they add an indirect flux that must be calculated separately. The formula also fails if particles collide within the trench, if fields bend their paths, if the source leaves part of the upper hemisphere dark, or if an overhang at the edge hides part of the mouth. A round hole needs its own integral, since the free tilt $\psi$ used in part (a) is a property of a long trench.

\section*{Numbers as computed}
\begin{verbatim}
mouth width w = 100 nm
trench depth H = 300 nm
film thickness on flat surface = 4.0 nm
wall flux F (dimensionless) and wall film thickness:
  z = 0 nm: z/sqrt(z^2+w^2) = 0.00000, F = 0.50000, film = 2.000 nm
  z = 50 nm: z/sqrt(z^2+w^2) = 0.44721, F = 0.27639, film = 1.106 nm
  z = 100 nm: z/sqrt(z^2+w^2) = 0.70711, F = 0.14645, film = 0.586 nm
  z = 200 nm: z/sqrt(z^2+w^2) = 0.89443, F = 0.05279, film = 0.211 nm
  z = 300 nm: z/sqrt(z^2+w^2) = 0.94868, F = 0.02566, film = 0.103 nm
largest closed form - quadrature difference = 5.6e-17 (dimensionless)
depth where F = 1/4: 57.74 nm
F*4z^2/w^2 at z = 30 w: 0.99917 (dimensionless)
fraction of entering particles landing on one wall:
  0 to 50 nm: formula 0.19098, simulation 0.19117
  50 to 100 nm: formula 0.10191, simulation 0.10205
  100 to 200 nm: formula 0.08907, simulation 0.08846
  200 to 300 nm: formula 0.03690, simulation 0.03691
number of simulated particles = 2000000
one whole wall, formula = 0.41886 (fraction)
one whole wall, simulation = 0.41859 (fraction)
floor, formula = 0.16228 (fraction)
floor, simulation = 0.16238 (fraction)
mean wall flux / J0 = 0.13962 (dimensionless)
cos^3 source, wall flux F3 (dimensionless):
  z = 0 nm: F3 = 0.25000
  z = 100 nm: F3 = 0.16161
  z = 300 nm: F3 = 0.03655
F3/F at z = 30 w: 1.49917 (dimensionless)
F3 = F at z = 78.62 nm, common value 0.19098
flux lost by finite trench length, midway along the trench:
  length 1000 nm, z = 100 nm: 0.540 percent
  length 1000 nm, z = 300 nm: 6.720 percent
  length 4000 nm, z = 100 nm: 0.009 percent
  length 4000 nm, z = 300 nm: 0.151 percent
\end{verbatim}
